# Electron Temperature from Ionization Balance and Bohm Wall Loss

A global model of a processing plasma has two unknowns, the electron temperature and the plasma density, and two balances, one for particles and one for energy. Before solving them one must decide whether they have to be iterated together. If the particle balance does not contain the plasma density, it can be solved first, for the temperature alone, and the absorbed power then gives the density. The same fact tells what each control does within such a model: power changes the plasma density alone, while gas density and chamber size change the temperature and, at fixed power, the plasma density as well.

Consider a steady plasma of electrons and singly charged positive ions in a gas of number density $n_g$. The electrons are Maxwellian with a uniform temperature, and each ionization is a single collision with a ground-state atom. Volume recombination is neglected, and so few atoms are ionized that $n_g$ is unaffected. SI units are used, with energies in eV; $T$ is the electron temperature in eV, so the electron pressure is $neT$.

Let $K(T)$ be the ionization rate coefficient and $\bar n$ the mean plasma density in the volume $V$. Ionization creates $n_gK\bar nV$ pairs per second. Ions reach the edge of the wall sheath at the Bohm speed $u_B$, derived below. If wall section $i$ has area $A_i$ and edge density $h_i\bar n$, then

$$
n_gK\bar nV=u_B\bar n\sum_i h_iA_i .
$$

Dividing by $\bar nV$ gives

$$
n_gK(T)=\frac{u_B(T)}{d_{\rm eff}},\qquad
d_{\rm eff}=\frac{V}{\sum_i h_iA_i}. \tag{1}
$$

The left side is the ionization frequency per electron and the right side the loss frequency. More electrons ionize more often, but they are accompanied by proportionally more ions leaving, so the density cancels. This settles the matter only if the ratios $h_i$ do not themselves depend on density. That must come from the equations of motion, and a slab allows it to be worked out in full.

Let the slab have width $l$, with its midplane at $x=0$, and let $n(x)$ be the common density of electrons and ions. Ions are born at rest, have negligible pressure, and drift with speed $u(x)$. Write $\nu=n_gK$ for the ionization frequency and $\nu_m=n_gk_m$ for the ion-neutral friction frequency, with $k_m$ constant. With a prime for $d/dx$, ion continuity and momentum balance read

$$
(nu)'=\nu n,\qquad (Mnu^2)'=enE-M\nu_m nu .
$$

The left side of the second equation is $Mu(nu)'+Mnuu'=M\nu nu+Mnuu'$, so newly created ions act as an extra drag: they must be accelerated from rest. Electron inertia and friction are negligible, so the electric force on the electrons balances their pressure gradient, $enE=-eTn'$. Inserting this and dividing by $M$,

$$
nuu'=-c^2n'-(\nu+\nu_m)nu,\qquad c^2=\frac{eT}{M}. \tag{2}
$$

Every term of (2) and of the continuity equation is proportional to $n$ or $n'$. Multiplying $n$ by a constant therefore leaves $u(x)$ and all density ratios unchanged. The same holds for these fluid equations in three dimensions, which is why $h_i$ is independent of density within this model.

To find the profile, use continuity in the form $n'=n(\nu-u')/u$. Equation (2), divided by $n$ and multiplied by $u$, becomes

$$
u^2u'=-c^2(\nu-u')-(\nu+\nu_m)u^2 ,
$$

$$
(c^2-u^2)u'=c^2\nu+(\nu+\nu_m)u^2 .
$$

Set $u=cw$ and divide by $c^3$:

$$
(1-w^2)w'=\frac{\nu}{c}(1+bw^2),\qquad
b=\frac{\nu+\nu_m}{\nu}=1+\frac{k_m}{K}. \tag{3}
$$

The gas density has cancelled from $b$. The right side is positive, so $w$ grows from zero at the midplane and its slope diverges at $w=1$. There the assumption of equal electron and ion densities breaks down and the sheath begins. The speed at the plasma edge is thus $u_B=c=\sqrt{eT/M}$. For a sheath much thinner than the slab, the edge may be placed at $x=l/2$. Separating (3) and integrating from midplane to edge,

$$
\frac{\nu l}{2c}=H(b)\equiv\int_0^1\frac{1-w^2}{1+bw^2}\,dw .
$$

Since $1-w^2=-(1+bw^2)/b+(1+1/b)$,

$$
H(b)=-\frac1b+\left(1+\frac1b\right)\frac{\arctan\sqrt b}{\sqrt b}. \tag{4}
$$

Integrating continuity over the same half-width gives $n_sc=\nu\bar nl/2$, where $n_s$ is the edge density. Hence $h=n_s/\bar n=\nu l/(2c)=H(b)$. A slab of wall area $A$ on each side has volume $Al$ and total wall area $2A$, so

$$
d_{\rm eff}=\frac{l}{2H(b)},\qquad
n_gl=\frac{2u_B(T)}{K(T)}\,H\!\left(1+\frac{k_m}{K(T)}\right). \tag{5}
$$

For a given gas the right side depends on temperature alone. In this slab $T$ is fixed by the product $n_gl$: doubling the gas density and halving the width leaves it unchanged. The effective size is not purely geometric, because friction alters $h$.

The density profile follows from (2) divided by $nc^2$, which is $n'/n=-ww'-(b\nu/c)w$. Replacing $\nu/c$ by means of (3),

$$
\frac{d\ln n}{dw}=-w-\frac{bw(1-w^2)}{1+bw^2}
=-\frac{(1+b)w}{1+bw^2},
$$

$$
n=n_0(1+bw^2)^{-(1+b)/(2b)},
$$

with $n_0$ the central density.

Two limits show what friction does. Without it, $b=1$ and $H=\pi/2-1\approx0.571$; the edge density is half the central density. With strong friction, $b\approx k_m/K\gg1$, the arctangent tends to $\pi/2$, and to leading order $H\approx\pi/(2\sqrt b)$. Equation (5) becomes

$$
n_gl\approx\frac{\pi u_B}{\sqrt{Kk_m}} .
$$

This is the diffusion result. When friction dominates (2), $nu=-Dn'$ with $D=c^2/\nu_m$, and continuity gives $-Dn''=\nu n$. The solution $n_0\cos(\pi x/l)$, which vanishes at the walls, requires $\nu=D(\pi/l)^2$. Substituting $\nu=n_gK$ and $\nu_m=n_gk_m$ gives the same expression.

A definite temperature requires a cross-section. Take the model form

$$
\sigma(E)=\sigma_0\frac IE\left(1-\frac IE\right),\qquad E>I,
$$

with ionization energy $I$ and $\sigma=0$ below threshold. The Maxwellian energy distribution is $(2/\sqrt\pi)T^{-3/2}\sqrt E\,e^{-E/T}$ and the electron speed is $\sqrt{2eE/m}$. Their product with $\sigma$, integrated over energy, is

$$
K=\frac{\bar v}{T^2}\int_I^\infty\sigma(E)E\,e^{-E/T}dE,\qquad
\bar v=\sqrt{\frac{8eT}{\pi m}} .
$$

Put $E=It$ and $x=I/T$, and define $E_k(x)=\int_1^\infty t^{-k}e^{-xt}dt$. Then

$$
K=\sigma_0\bar v x^2\int_1^\infty\left(1-\frac1t\right)e^{-xt}dt
=\sigma_0\bar v x^2\left[\frac{e^{-x}}x-E_1(x)\right].
$$

Integration by parts gives $E_2=e^{-x}-xE_1$, so the bracket is $E_2/x$ and

$$
K=\sigma_0\bar v\,xE_2(x),\qquad
\frac K{u_B}=\sigma_0\sqrt{\frac{8M}{\pi m}}\;xE_2(x). \tag{6}
$$

The sensitivity of the temperature follows from (6). Since $dE_2/dx=-E_1$ and $d\ln x=-d\ln T$,

$$
s\equiv\frac{d\ln(K/u_B)}{d\ln T}=\frac{xE_1(x)}{E_2(x)}-1 .
$$

Equation (1) says that $n_gd_{\rm eff}$ times $K/u_B$ equals one, hence

$$
\frac{d\ln T}{d\ln(n_gd_{\rm eff})}=-\frac1s . \tag{7}
$$

Because $1/t>1/t^2$ for $t>1$, $E_1>E_2$ and $s>x-1$. When $T$ is well below $I$, the response is weak: only the energetic tail of the distribution ionizes, and a small change of temperature changes that tail greatly.

It remains to find a range in which (5) does not offer several temperatures. As $T$ rises from low values, $K$ rises, but $b$ falls and $H$ rises too, so the two effects compete. The integral for $H$ shows that it decreases with $b$. With $q=\sqrt b\,w$,

$$
\sqrt b\,H(b)=\int_0^{\sqrt b}\frac{1-q^2/b}{1+q^2}\,dq .
$$

On differentiation with respect to $b$, the upper limit contributes nothing because the integrand vanishes there, and the remaining term is positive. So $\sqrt b\,H$ increases, and $-d\ln H/d\ln b$ lies between 0 and $1/2$. Since $b-1=k_m/K$, we have $d\ln b/d\ln K=-(b-1)/b$, and therefore

$$
0\le\eta\equiv\frac{d\ln H}{d\ln K}<\frac12 .
$$

With $\kappa=d\ln K/d\ln T=s+1/2$, the logarithmic slope of the right side of (5) is

$$
\frac12+\eta\kappa-\kappa<\frac12(1-\kappa). \tag{8}
$$

For $x\ge3/2$, $\kappa>x-1/2\ge1$, and the slope is negative. Thus for $T\le2I/3$ the right side of (5) falls steadily with temperature and there is at most one solution. It grows without bound as $T\to0$, where $K$ becomes exponentially small, so a solution exists in this range if $n_gl$ is at least the value at $T=2I/3$. Higher temperatures are outside this statement: as $x\to0$, $xE_2(x)$ tends to zero, so the right side of (5) eventually grows again and the model has a second root above this range. The root meant below is the one with $T\le2I/3$.

For a worked example, take a model gas with $I=16$ eV, $M=40$ u, $\sigma_0=10^{-19}$ m² and $k_m=10^{-15}$ m³/s, in a slab with $l=0.10$ m and $n_g=10^{20}$ m⁻³. The required product is $n_gl=10^{19}$ m⁻², and the root of (5) is $T=2.651$ eV, or about $3.08\times10^4$ K. To check it, $x=6.036$, $E_2=3.055\times10^{-4}$ and $\bar v=1.090\times10^6$ m/s, so

$$
K=10^{-19}\times1.090\times10^6\times6.036\times3.055\times10^{-4}
=2.01\times10^{-16}\ {\rm m^3/s}.
$$

Then $b=1+10/2.009=5.98$ and $H=0.3973$. With $u_B=2529$ m/s,

$$
\frac{2\times2529\times0.3973}{2.009\times10^{-16}}
=1.00\times10^{19}\ {\rm m^{-2}},
$$

as required. The effective size is $0.10/(2\times0.3973)=0.126$ m, and both frequencies in (1) are $2.01\times10^4$ s⁻¹.

The numerical output includes a separate determination in which the continuity and momentum equations were integrated in space and $T$ was adjusted until the plasma edge fell at $l/2$. Central densities of $10^{15}$ and $10^{17}$ m⁻³ both gave 2.6507 eV, as did doubled gas density with halved width. These temperatures were tested against the root of (5) to one part in $10^5$.

At this point (7) gives $-0.172$: a 1% increase of $n_gd_{\rm eff}$ lowers $T$ by about 0.17%. For a change of $n_gl$ the exponent is $-0.231$. The difference comes from $\eta$ in (8), which makes the slope less steep and the response larger. A lower temperature reduces $K$, friction gains weight relative to ionization, and the edge density falls relative to the mean; wall loss weakens and the temperature can fall further.

Over a wider range at fixed width, raising $n_g$ from $3\times10^{19}$ to $10^{21}$ m⁻³ lowers $T$ from 3.55 to 1.60 eV, while $d_{\rm eff}$ grows from 0.097 to 0.60 m. The last value is six times the slab width, so a size read from the chamber drawing would be a poor substitute. Its magnitude rests on the constant $k_m$ of the model gas. For ions drifting through their parent gas faster than its thermal speed, friction grows with speed. If it were simply proportional to $u$, with a cross-section of $5\times10^{-19}$ to $10^{-18}$ m², $d_{\rm eff}$ would rise over this range by a factor of about 3 instead of 6. At $10^{21}$ m⁻³, however, the ions of the example drift below the thermal speed of a 300 K gas, about 400 m/s, over more than 80% of the half-width. The low-speed friction then still dominates, and the reduction is smaller. The plasma density still cancels, because such friction depends on $u$ but not on $n$. At the other end, the range $T\le2I/3=10.7$ eV requires $n_gl\ge2.4\times10^{17}$ m⁻².

The plasma density now follows from the energy balance. Let each ionization cost the electrons $E_c$ in all collisions, including excitation, and let each pair lost carry $E_w$ to the wall. For absorbed power per volume $p$,

$$
p=e\bar n\left(n_gKE_c+\frac{u_B}{d_{\rm eff}}E_w\right)
=e\bar n\,n_gK(E_c+E_w),
$$

where the second form uses (1). With the round choices $E_c=40$ eV and $E_w=7T=18.55$ eV, a power of $10^3$ W/m³ gives

$$
\bar n=\frac{10^3\ {\rm W\,m^{-3}}}{e\times2.009\times10^4\ {\rm s^{-1}}\times58.55\ {\rm V}}
=5.3\times10^{15}\ {\rm m^{-3}} .
$$

Ten times the power gives ten times the density at the same temperature.

Power does act on the temperature in passing. Out of balance,

$$
\frac{d\ln\bar n}{dt}=n_gK-\frac{u_B}{d_{\rm eff}},
$$

so a temperature moderately above the root, and below the second one, makes the density grow. The power is then shared among more electrons until the temperature has returned. This equation was integrated in time with the corresponding energy equation, $d_{\rm eff}$ being held at its steady value. At both powers the temperature settled at the root of (5), and the density at the value given by the power balance.

The result fails when a process enters whose frequency per electron depends on plasma density. Volume recombination with coefficient $\alpha$ removes $\alpha n^2$ pairs per volume and time. If the mean of $n^2$ is approximated by $\bar n^2$, this changes (1) to

$$
n_gK=\frac{u_B}{d_{\rm eff}}+\alpha\bar n .
$$

Dividing by $u_B/d_{\rm eff}$, the ratio $n_gKd_{\rm eff}/u_B$ must rise from 1 to $1+\alpha\bar nd_{\rm eff}/u_B$. Its logarithm changes by $s\,\delta T/T$, so at fixed $d_{\rm eff}$ and to first order

$$
\frac{\delta T}{T}\approx\frac1s\,\frac{\alpha\bar nd_{\rm eff}}{u_B}.
$$

A large $\alpha$ requires molecular ions, which can break apart on capturing an electron. For singly charged atomic ions at this temperature, radiative recombination has a coefficient of order $10^{-19}$ m³/s and is negligible here. Dissociative recombination coefficients are of order $10^{-13}$ m³/s or somewhat more near room temperature and fall with electron temperature, typically to between $10^{-14}$ and $5\times10^{-14}$ m³/s at $3\times10^4$ K. As a generous illustration of the molecular case, for $\alpha=10^{-13}$ m³/s and $\bar n=10^{15}$ m⁻³ the recombination frequency is 100 s⁻¹, and the shift is $0.172\times100/(2.01\times10^4)$, or 0.09%. At $10^{17}$ m⁻³ the first-order formula gives 8.5%, while solving the modified balance at the same $d_{\rm eff}$ gives 7.2%: the temperature has begun to depend on plasma density. Ionization through excited atoms acts in the opposite sense if its share grows with density, since the same loss can then be met at a lower temperature.

Other conditions can be judged from the numbers. At $10^4$ W/m³ the ionized fraction is $5\times10^{-4}$, so ionization itself hardly depletes the gas. The electron pressure matters sooner: it is then about 5% of the pressure of a gas at 300 K, and ion friction pushes gas toward the walls. At higher power this can lower $n_g$ inside the plasma noticeably, and $T$ then depends on plasma density through $n_g$. Heating of the gas is not included; at constant pressure it would lower $n_g$ and raise $T$, which is why (1) must be used with the actual gas density. At $10^3$ W/m³ the edge Debye length is 0.26 mm, but even the sheath at a floating wall is several Debye lengths thick. The plasma is then a few percent narrower than the distance between the walls, and $T$ is about 1% higher than (5) gives with the full width. This correction shrinks as the plasma density rises. A sheath driven by a large voltage can be much thicker, and $l$ must then be the distance between sheath edges, which may vary with plasma density. Finally, if the electron energy distribution is not Maxwellian and its shape changes with density, $K$ is no longer a function of $T$ alone, and the cancellation in (1) no longer fixes the temperature by itself. The example is not safe from this. With the model cross-section a 20 eV electron ionizes at about $4\times10^6$ s⁻¹, while Coulomb collisions with other electrons change its energy by $T$ at only about $5\times10^4$ s⁻¹ at $10^3$ W/m³ and $4\times10^5$ s⁻¹ at $10^4$ W/m³. Electron-electron collisions alone cannot keep the ionizing tail Maxwellian at these densities. The Maxwellian is therefore an assumption here, and in a real discharge the tail, and with it $T$, can change with power.

## Values computed for the example and the checks

```
Ionization energy I = 16.0 eV
Ion mass M = 40.0 u = 6.6422e-26 kg
Cross-section scale sigma0 = 1.0e-19 m^2
Friction rate coefficient k_m = 1.0e-15 m^3/s
Gas density n_g = 1.0e+20 m^-3
Slab width l = 0.10 m
Product n_g l = 1.00e+19 m^-2
Electron temperature T = 2.6507 eV
Same in kelvin = 30760 K
x = I/T = 6.0361
E2(x) = 3.0551e-04
Mean electron speed = 1.0896e+06 m/s
K from formula = 2.00929e-16 m^3/s
K from quadrature = 2.00929e-16 m^3/s
Bohm speed = 2528.6 m/s
Ionization frequency n_g K = 2.0093e+04 1/s
Wall loss frequency u_B/d_eff = 2.0093e+04 1/s
b = 1 + k_m/K = 5.9769
Edge/mean density h = 0.39731
Edge/mean density, integrated = 0.39731
Edge/centre density = 0.3218
Frictionless h = H(1) = 0.5708
Effective size d_eff = 0.12585 m
Shooting T, centre density 1e15 m^-3 = 2.65070 eV
Shooting T, centre density 1e17 m^-3 = 2.65070 eV
Shooting T, 2 n_g and l/2 = 2.65070 eV
dlnT/dln(n_g d_eff), formula = -0.1717
dlnT/dln(n_g d_eff), numeric = -0.1717
dlnT/dln(n_g l), slab, numeric = -0.2306
Upper end of unique branch 2I/3 = 10.667 eV
Smallest n_g l on that branch = 2.404e+17 m^-2
n_g = 3e+19 m^-3: T = 3.549 eV, d_eff = 0.0974 m
n_g = 1e+20 m^-3: T = 2.651 eV, d_eff = 0.1258 m
n_g = 3e+20 m^-3: T = 2.067 eV, d_eff = 0.2200 m
n_g = 1e+21 m^-3: T = 1.602 eV, d_eff = 0.5975 m
Collisional cost E_c = 40.0 eV
Wall energy E_w = 7 T = 18.55 eV
Energy per pair E_c + E_w = 58.55 eV
Power 1e+03 W/m^3: nbar = 5.305e+15 m^-3, T = 2.6507 eV
Power 1e+04 W/m^3: nbar = 5.305e+16 m^-3, T = 2.6507 eV
Ionized fraction at higher power = 5.30e-04
Edge Debye length at lower power = 2.64e-04 m
Recombination coefficient alpha = 1.0e-13 m^3/s
With alpha, nbar = 1e+15 m^-3: T = 2.6530 eV, shift 0.085 %
With alpha, nbar = 1e+17 m^-3: T = 2.8426 eV, shift 7.240 %
First-order shift at 1e15 m^-3 = 0.085 %
```
